# Bounding the static structure factor of the electron gas by Cauchy-Schwarz

**Setting.** A uniform electron gas of $N$ electrons in volume $\Omega$, density $n=N/\Omega$, has a non-degenerate fluid ground state $|0\rangle$ with zero momentum and inversion symmetry. The temperature is zero and Hartree atomic units are used, so $\hbar=m=e=1$. Let $\rho_{\mathbf q}=\sum_j e^{-i\mathbf q\cdot\mathbf r_j}$ with $\mathbf q\neq0$, and let $\omega_{n}>0$ be the excitation energy of the state $|n\rangle$. The dynamic structure factor per electron and its moments are

$$S(q,\omega)=\frac1N\sum_n|\langle n|\rho_{\mathbf q}|0\rangle|^2\,\delta(\omega-\omega_n),\qquad M_j=\int_0^\infty\omega^jS(q,\omega)\,d\omega .$$

The static structure factor is $S(q)=M_0$. Because $\rho_{\mathbf q}$ changes the momentum, $\langle0|\rho_{\mathbf q}|0\rangle=0$ and the ground state does not contribute to the sum. All moments used below are assumed finite.

## Part (a)

**Question.** Use the Cauchy-Schwarz inequality to bound $M_0^2$ by two neighbouring moments. Find the gap between the two sides and the condition for equality.

**Answer.** Since $S(q,\omega)\ge0$, it can serve as a weight in an inner product. With $f=\omega^{-1/2}$ and $g=\omega^{1/2}$,

$$\Big(\int S\,fg\,d\omega\Big)^2\le\int S f^2d\omega\int S g^2d\omega
\quad\Rightarrow\quad M_0^2\le M_{-1}M_1 .$$

To find the gap, write the products as double integrals, with $S'=S(q,\omega')$:

$$M_{-1}M_1-M_0^2=\iint SS'\Big(\frac{\omega'}{\omega}-1\Big)d\omega\,d\omega' .$$

Averaging the integrand with its copy under $\omega\leftrightarrow\omega'$ changes the bracket to $\frac12(\omega'/\omega+\omega/\omega'-2)$, hence

$$M_{-1}M_1-M_0^2=\frac12\iint SS'\,\frac{(\omega-\omega')^2}{\omega\omega'}\,d\omega\,d\omega' .$$

Equality requires all the weight to lie at one frequency. Divided by $M_0^2$, the gap measures the relative spread of the excitation energies. Dividing the inequality by $M_0M_{-1}$ gives $M_0/M_{-1}\le M_1/M_0$: the harmonic mean of the excitation energy does not exceed its arithmetic mean.

The proof needs positive frequencies. At non-zero temperature the spectrum also has weight at $\omega<0$, where $\omega^{\pm1/2}$ is not real, and this argument no longer applies. The bound (2) derived below can then fail outright: for the free gas at fixed temperature $S(q)$ stays finite as $q\to0$ while $B$ vanishes as $q$, and at $k_BT=0.1E_F$, $q=0.1\,k_F$ the ratio $S/B$ is about $1.9$.

## Part (b)

**Question.** Express $M_{-1}$ through the static density response and evaluate $M_1$. State the resulting bound on $S(q)$.

**Answer.** Apply the perturbation $\lambda(\rho_{\mathbf q}+\rho_{-\mathbf q})e^{-izt}$, with $\operatorname{Im}z>0$ so that it grows from zero in the past. It is the potential $2\lambda\cos(\mathbf q\cdot\mathbf r)e^{-izt}$. The response $\chi$ is defined by the induced density $2\lambda\chi(q,z)\cos(\mathbf q\cdot\mathbf r)e^{-izt}$, so that $\delta\langle\rho_{\mathbf q}\rangle=\Omega\lambda\chi e^{-izt}$.

Let $P=\lambda(\rho_{\mathbf q}+\rho_{-\mathbf q})$. To first order the coefficients of $|n\rangle$ in the ket and of $\langle n|$ in the bra, both proportional to $e^{-izt}$, obey

$$z c_n=\omega_nc_n+\langle n|P|0\rangle,\qquad -z d_n=\omega_nd_n+\langle0|P|n\rangle .$$

Thus $c_n=-\langle n|P|0\rangle/(\omega_n-z)$ and $d_n=-\langle0|P|n\rangle/(\omega_n+z)$. Momentum conservation selects one term of $P$ in each product:

$$\Omega\lambda\chi=-\lambda\sum_n\left[\frac{|\langle n|\rho_{-\mathbf q}|0\rangle|^2}{\omega_n-z}+\frac{|\langle n|\rho_{\mathbf q}|0\rangle|^2}{\omega_n+z}\right].$$

Inversion symmetry makes the two spectra equal. Adding the fractions gives

$$\chi(q,z)=-2n\int_0^\infty\frac{\omega\,S(q,\omega)}{\omega^2-z^2}\,d\omega. \tag{1}$$

At $z=0$ this is $M_{-1}=-\chi(q,0)/(2n)$. The static response is negative, because electrons leave regions of raised potential energy.

For $M_1$, use $\omega_n\langle n|\rho_{\mathbf q}|0\rangle=\langle n|[H,\rho_{\mathbf q}]|0\rangle$. Inserting complete sets of states,

$$\langle0|[\rho_{\mathbf q}^\dagger,[H,\rho_{\mathbf q}]]|0\rangle=\sum_n\omega_n\left(|\langle n|\rho_{\mathbf q}|0\rangle|^2+|\langle n|\rho_{\mathbf q}^\dagger|0\rangle|^2\right)=2NM_1 .$$

The interaction depends on positions alone and commutes with $\rho_{\mathbf q}$. For one electron $\mathbf p\,e^{-i\mathbf q\cdot\mathbf r}=e^{-i\mathbf q\cdot\mathbf r}(\mathbf p-\mathbf q)$, therefore

$$\Big[\frac{p^2}2,e^{-i\mathbf q\cdot\mathbf r}\Big]=e^{-i\mathbf q\cdot\mathbf r}\Big(-\mathbf q\cdot\mathbf p+\frac{q^2}2\Big).$$

The outer commutator with $e^{i\mathbf q\cdot\mathbf r}$ is

$$\Big(-\mathbf q\cdot\mathbf p+\frac{q^2}2\Big)-\Big(-\mathbf q\cdot(\mathbf p+\mathbf q)+\frac{q^2}2\Big)=q^2 .$$

Different electrons commute, so the total is $Nq^2$ and $M_1=q^2/2$, the f-sum rule. The bound is

$$\boxed{S(q)^2\le B(q)^2\equiv-\frac{q^2\chi(q,0)}{4n}} \tag{2}$$

Below, $R=S/B\le1$ measures how nearly it is saturated. The numerical check tests both moment relations and the bound on two interacting electrons on a ring.

## Part (c)

**Question.** For the free gas find $S_0(q)$, $\chi_0(q,0)$ and $B_0(q)$. Determine $R_0$ at small and large $q$.

**Answer.** The excitations move an electron from $\mathbf k$ inside the Fermi sphere to $\mathbf k+\mathbf q$ outside it, at energy $\mathbf q\cdot\mathbf k+q^2/2$. Put $Q=q/k_F$, let $z=k_\parallel/k_F$ be the momentum component along $\mathbf q$, and write the energy as $k_F^2\varepsilon$ with $\varepsilon=Qz+Q^2/2$. Including two spins and $n=k_F^3/(3\pi^2)$, the prefactor of the integral over $z$ is

$$\frac{2}{n(2\pi)^3}\,k_F^3\,\pi=\frac34,\qquad M_j=\frac34k_F^{2j}\int A(z)\,\varepsilon^j\,dz .$$

Here $\pi A(z)$ is the allowed transverse area in units of $k_F^2$. For $Q<2$ there are two ranges:

- For $-Q/2<z<1-Q$, the shifted disc is also partly filled, and $A=(1-z^2)-[1-(z+Q)^2]=2\varepsilon$.
- For $1-Q<z<1$, all final states are empty, and $A=1-z^2$.

For $z<-Q/2$ all final states are occupied. The zeroth moment needs

$$\int_{-Q/2}^{1-Q}(2Qz+Q^2)dz=Q\Big(1-\frac Q2\Big)^2=Q-Q^2+\frac{Q^3}4,$$

$$\int_{1-Q}^1(1-z^2)dz=Q-\frac{1-(1-Q)^3}3=Q^2-\frac{Q^3}3 .$$

Adding them and multiplying by $3/4$,

$$S_0=\frac{3Q}4-\frac{Q^3}{16}\quad(Q<2),\qquad S_0=1\quad(Q\ge2).$$

For $Q\ge2$ no final state is blocked, and $\frac34\int_{-1}^1(1-z^2)dz=1$.

For the inverse moment let $a=Q/2$ and $t=z+a$, so $\varepsilon=2at$. The first range contributes $2(1-a)$. The second contributes

$$\frac1{2a}\int_{1-a}^{1+a}\Big[\frac{1-a^2}t+2a-t\Big]dt=\frac{1-a^2}{2a}\ln\frac{1+a}{1-a}+2a-1 .$$

The sum is $2F$, where

$$F=\frac12+\frac{1-a^2}{4a}\ln\left|\frac{1+a}{1-a}\right| .$$

For $a>1$ the integral runs from $a-1$ to $a+1$; the non-logarithmic terms then give $1$ and the result is again $2F$. Consequently

$$M_{-1}=\frac{3F}{2k_F^2},\qquad \chi_0(q,0)=-2nM_{-1}=-\frac{k_F}{\pi^2}F,\qquad B_0^2=\frac34Q^2F .$$

**Small $q$.** Here $F\to1$, hence $R_0\to(3/4)/(\sqrt3/2)=\sqrt3/2\approx0.866$. The energies tend to $qk_Fs$ with $0<s<1$ and weight proportional to $s$. This distribution has $M_0^2/(M_{-1}M_1)=(1/2)^2/(1\cdot1/3)=3/4$. The relative spread of energies survives as $q\to0$, so the bound does not become an equality.

**Large $q$.** Now $S_0=1$ and the weight is $\frac34(1-z^2)$, with $\langle z\rangle=0$ and $\langle z^2\rangle=1/5$. Since $\langle\varepsilon\rangle=Q^2/2$,

$$B_0^2=\langle\varepsilon\rangle\langle\varepsilon^{-1}\rangle=\Big\langle\frac1{1+2z/Q}\Big\rangle\simeq1+\frac{4}{5Q^2},$$

and $R_0\simeq1-2/(5Q^2)$. The recoil energy grows as $q^2$ but its spread grows as $q$, so the relative spread vanishes. Numerically, $R_0$ has a minimum of $0.781$ near $q=1.79\,k_F$.

## Part (d)

**Question.** In the random-phase approximation (RPA), $\chi=\chi_0/(1-v\chi_0)$ with $v=4\pi/q^2$. Show that the approximate theory must satisfy (2), and give a formula for its $S(q)$.

**Answer.** The RPA spectrum is defined through the relation that (1) implies for $\omega>0$, namely $S(q,\omega)=-\operatorname{Im}\chi(q,\omega+i0)/(\pi n)$. An approximation need not inherit the properties of an exact spectrum, so positivity and the two moments have to be established.

*Positivity.* For real $\omega>0$,

$$\operatorname{Im}\chi=\frac{\operatorname{Im}\chi_0}{|1-v\chi_0|^2}\le0 .$$

A plasmon pole is the limit of such an expression and also has positive weight.

*Analyticity.* A pole of $\chi$ in the upper half-plane would require $v\chi_0(z)=1$. Equation (1) for the free gas gives

$$\operatorname{Im}\chi_0(q,z)=-2n\operatorname{Im}(z^2)\int_0^\infty\frac{\omega S_0(q,\omega)}{|\omega^2-z^2|^2}d\omega .$$

Since $\operatorname{Im}(z^2)=2\operatorname{Re}z\operatorname{Im}z$ and the integral is positive, this vanishes in the upper half-plane only when $z=iu$; but then (1) gives $\chi_0<0$, which cannot equal $1/v$. There is no such pole. Since $\chi$ also decays as $z^{-2}$, Cauchy's theorem and the oddness of $\operatorname{Im}\chi$ on the real axis give

$$\chi(q,z)=\frac1\pi\int_0^\infty\frac{2\omega\operatorname{Im}\chi(q,\omega)}{\omega^2-z^2}d\omega ,$$

which is (1) with the RPA spectrum.

*Moments.* Setting $z=0$ gives $M_{-1}=-\chi(q,0)/(2n)$. For $z=iu$ with $u\to\infty$, (1) gives $\chi\to-2nM_1/u^2$. In the same limit $v\chi_0\to0$ and $\chi\to\chi_0\to-nq^2/u^2$. Hence $M_1=q^2/2$, and part (a) proves (2) for the RPA.

To obtain $S(q)$, integrate (1) along $z=iu$ and use $\int_0^\infty\omega\,du/(\omega^2+u^2)=\pi/2$:

$$S(q)=-\frac1{\pi n}\int_0^\infty\chi(q,iu)\,du . \tag{3}$$

The numerical check compares this with the real-frequency continuum plus the plasmon pole.

## Part (e)

**Question.** Find how $R$ approaches its limit in the RPA as $q\to0$. What follows for the exact gas?

**Answer.** Let $\omega_p^2=4\pi n$, $v_F=k_F$ and $x=(v_Fq/\omega_p)^2\ll1$.

*Plasmon energy.* Above the pair continuum, expand (1) for the free gas in $1/\omega$:

$$\chi_0(q,\omega)=\frac{2n}{\omega^2}\Big(M_1^0+\frac{M_3^0}{\omega^2}+\dots\Big).$$

To find $M_3^0$, sum over all occupied $\mathbf k$, including blocked transitions. The map $\mathbf k\to-\mathbf k-\mathbf q$ takes each blocked transition to another of opposite energy, so blocked terms cancel in odd moments. With $\langle(\mathbf q\cdot\mathbf k)^2\rangle=q^2k_F^2/5$,

$$M_3^0=\Big\langle\Big(\mathbf q\cdot\mathbf k+\frac{q^2}2\Big)^3\Big\rangle=\frac{3q^4k_F^2}{10}+\frac{q^6}8 .$$

To leading order the last term is dropped. The condition $v\chi_0=1$ becomes $\omega^2=\omega_p^2(1+3q^2v_F^2/5\omega^2)$, hence $\omega_q^2\simeq\omega_p^2(1+3x/5)$.

*Structure factor.* In the pair continuum $\omega$ is of order $q$ and $v\chi_0$ is of order $q^{-2}$. Therefore $\operatorname{Im}\chi=\operatorname{Im}\chi_0/|1-v\chi_0|^2$ is of order $q^4$. Integration over a frequency range of order $q$ gives pair contributions of order $q^5$ to $M_0$ and $q^6$ to $M_1$. The f-sum fixes the plasmon weight as $q^2/(2\omega_q)$ up to a relative correction of order $q^4$. Thus

$$S^2=\frac{q^4}{4\omega_p^2}\Big[1-\frac{3x}5+O(x^{3/2})\Big].$$

*Bound.* Let $k_{TF}^2=4k_F/\pi=3\omega_p^2/v_F^2$. Since $F\to1$, $v|\chi_0(q,0)|\simeq k_{TF}^2/q^2=3/x$. Then

$$-\chi(q,0)=\frac1v\,\frac1{1+1/(v|\chi_0|)}\simeq\frac{q^2}{4\pi}\Big(1-\frac x3\Big),\qquad B^2\simeq\frac{q^4}{4\omega_p^2}\Big(1-\frac x3\Big).$$

Dividing, $R^2=1-(3/5-1/3)x+\dots=1-4x/15+\dots$, and

$$\boxed{R=1-\frac{2}{15}x+O(x^{3/2})}\quad\text{(RPA)}.$$

The next term is positive: it comes from the positive pair weight in $S$, which is absent from the expansion of $B$ at that order. The computed $(1-R)/x$, extrapolated to $q=0$ at $r_s=2$ bohr (where $n=3/(4\pi r_s^3)$), is $0.1333$, in agreement with $2/15$. The linear law is quantitative only at very small $q$: at this density $(1-R)/x$ has fallen to $0.12$ at $q=0.08\,k_F$, $0.099$ at $0.25\,k_F$ and $0.075$ at $0.5\,k_F$.

For the exact gas, assume perfect screening, $-\chi(q,0)\to q^2/(4\pi)$. Then (2) gives $S(q)\le q^2/(2\omega_p)$ to leading order in $q$. In the RPA $-\chi(q,0)<1/v$, so the same inequality holds at every $q$; this argument does not establish it for the exact gas at every $q$.

## Part (f)

**Question.** Does the RPA interaction change the leading large-$q$ form of $R$?

**Answer.** At large $Q$ the free spectrum is concentrated near $E=q^2/2$, so $\chi_0(q,0)\simeq-2n/E$. Expanding $B^2=B_0^2/(1+v|\chi_0|)$,

$$\frac{B-B_0}{B_0}\simeq-\frac{v|\chi_0|}2=-\frac{vn}E=-\frac{2\omega_p^2}{q^4}.$$

In (3), $\chi-\chi_0\simeq v\chi_0^2$ with $\chi_0(q,iu)\simeq-2nE/(E^2+u^2)$. Using $\int_0^\infty du/(E^2+u^2)^2=\pi/(4E^3)$,

$$S-1\simeq-\frac v{\pi n}\,4n^2E^2\frac{\pi}{4E^3}=-\frac{vn}E=-\frac{2\omega_p^2}{q^4}.$$

The two leading shifts are equal, and they are of higher order than $Q^{-2}$. Hence $R\simeq1-2/(5Q^2)$, as in the free gas.

## Part (g)

**Question.** Evaluate the bound at $r_s=2$ bohr and $q=k_F$ for both theories. Examine saturation at other $q$, and combine the free $S_0$ with the RPA response at $q=0.5\,k_F$.

**Answer.** The inputs are $k_F=0.95958$ bohr$^{-1}$ and $n=0.029842$ bohr$^{-3}$. At $q=k_F$, $M_1=k_F^2/2=0.4604$ hartree in both theories.

For the free gas, $\chi_0(q,0)=-0.088668$ hartree$^{-1}$ bohr$^{-3}$ and

$$M_{-1}=\frac{0.088668}{2(0.029842)}=1.4856\ \text{hartree}^{-1},\quad B_0=\sqrt{1.4856\times0.4604}=0.8270 .$$

With $S_0=3/4-1/16=0.6875$, $R_0=0.6875/0.8270=0.831$.

For the RPA, $\chi(q,0)=-0.040120$ in the same unit, and

$$M_{-1}=\frac{0.040120}{2(0.029842)}=0.6722\ \text{hartree}^{-1},\quad B=\sqrt{0.6722\times0.4604}=0.5563 .$$

Equation (3) gives $S=0.4966$, hence $R=0.4966/0.5563=0.893$. The harmonic and arithmetic mean energies are $0.463$ and $0.670$ hartree for the free gas, and $0.739$ and $0.927$ hartree for the RPA.

| $q/k_F$ | $R$, free | $R$, RPA |
|---|---|---|
| 0.25 | 0.8638 | 0.9861 |
| 0.50 | 0.8571 | 0.9575 |
| 1.00 | 0.8313 | 0.8927 |
| 2.00 | 0.8165 | 0.8309 |
| 4.00 | 0.9730 | 0.9731 |

At $q=0.5\,k_F$ the RPA plasmon lies at $0.728$ hartree. It carries $81\%$ of $M_{-1}$, $92\%$ of $M_0$ and $96\%$ of $M_1$. Most of the weight is therefore at one frequency, and by part (a) the gap comes from the remaining pairs, about $97\%$ of it through their separation from the plasmon and the rest through their own spread. In this model the plasmon meets the pair continuum at $q=0.729\,k_F$.

Combining the two theories at $q=0.5\,k_F$ gives $S_0/B=0.3672/0.1721=2.13$, which violates the inequality. Neither theory violates (2) on its own: $S_0$ and the RPA $\chi$ are moments of different spectra, and part (a) requires a single one. At small $q$ the mismatch grows, since $S_0$ is proportional to $q$ and the RPA bound to $q^2$. The inequality can thus expose an incompatible pair of $S$ and $\chi$, but satisfying it does not prove that either is accurate.

## Table of computed values

```
ring, 2 electrons, q=1: S = 0.32217, B = 0.32229, R = 0.99964 (dimensionless)
r_s = 2.0 bohr
k_F = 0.95958 1/bohr
density n = 0.029842 1/bohr^3
plasma energy = 0.61237 hartree = 16.664 eV
(k_TF/k_F)^2 = 1.32687 (dimensionless)
example at q = k_F:
 free: chi(q,0) = -0.088668 1/(hartree bohr^3)
 free: M(-1) = 1.48564 1/hartree, M(1) = 0.46040 hartree
 free: S = 0.68750, B = 0.82703, R = 0.83128 (dimensionless)
 free: M1/M0 = 0.66967 hartree, M0/M(-1) = 0.46276 hartree
 RPA: chi(q,0) = -0.040120 1/(hartree bohr^3)
 RPA: M(-1) = 0.67221 1/hartree, M(1) = 0.46040 hartree
 RPA: S = 0.49660, B = 0.55631, R = 0.89266 (dimensionless)
 RPA: M1/M0 = 0.92710 hartree, M0/M(-1) = 0.73875 hartree
RPA plasmon at q = 0.5 k_F: 0.72841 hartree
plasmon share of M(-1), M0, M1 at 0.5 k_F: 0.8061, 0.9170, 0.9564 (fraction)
plasmon meets pair continuum at q/k_F = 0.7290
table, r_s = 2, all dimensionless:
 q/k_F=0.25 free S=0.1865 B=0.2159 R=0.8638 | RPA S=0.0453 B=0.0459 R=0.9861
 q/k_F=0.50 free S=0.3672 B=0.4284 R=0.8571 | RPA S=0.1648 B=0.1721 R=0.9575
 q/k_F=1.00 free S=0.6875 B=0.8270 R=0.8313 | RPA S=0.4966 B=0.5563 R=0.8927
 q/k_F=1.50 free S=0.9141 B=1.1501 R=0.7948 | RPA S=0.7909 B=0.9511 R=0.8315
 q/k_F=2.00 free S=1.0000 B=1.2247 R=0.8165 | RPA S=0.9425 B=1.1343 R=0.8309
 q/k_F=3.00 free S=1.0000 B=1.0544 R=0.9484 | RPA S=0.9887 B=1.0418 R=0.9490
 q/k_F=4.00 free S=1.0000 B=1.0277 R=0.9730 | RPA S=0.9965 B=1.0240 R=0.9731
mismatch at 0.5 k_F: free S / RPA B = 2.1333 (dimensionless)
minimum of R, free gas: 0.7809 at q/k_F = 1.794
minimum of R, RPA r_s=1 bohr: 0.7943 at q/k_F = 1.828
minimum of R, RPA r_s=2 bohr: 0.8054 at q/k_F = 1.849
minimum of R, RPA r_s=5 bohr: 0.8304 at q/k_F = 1.884
minimum of R, RPA r_s=10 bohr: 0.8579 at q/k_F = 1.912
free R at q/k_F = 0.001: 0.866025; sqrt(3)/2 = 0.866025
free (B-1)(q/k_F)^2 at q/k_F = 20: 0.4015; limit 0.4000
RPA (1-R)(q/k_F)^2 at q/k_F = 20: 0.4011; limit 0.4000
RPA (1-R)/x at q/k_F = 0.005, 0.01: 0.13247, 0.13162
extrapolated to q = 0: 0.13331; 2/15 = 0.13333
```
